The van Roosbroeck–Shockley relation for equilibrium radiative recombination, part 2

How does a medium's spontaneous radiative recombination rate follow from its absorption? The equilibrium relation has been proved; what follows tests it in a two-band model and extends it to injected carriers.

Hartree atomic units are used (ħ, electron mass and elementary charge are 1, c ≈ 137), with Gaussian fields. The temperature T is an energy; ω is the photon energy. The medium is homogeneous, isotropic and nonmagnetic, with real index n and n_g = n + ω dn/dω. Light has wave number nω/c and group velocity v_g = c/n_g.

Per volume and time, a beam of photon flux F causes α_↑F upward and α_↓F stimulated downward band-to-band transitions, which change the number of conduction electrons by one. The net absorption coefficient is α = α_↑ − α_↓. Absorption is weak: with complex index n + iκ,

αc/(nω) = 2κ/n ≪ 1. (1)

The spontaneous rate per volume, time and photon energy is r. Its equilibrium integral R0 counts every emitted photon, even if later reabsorbed.

**Lemma 1.** The mode density is D = n²n_gω²/(π²c³). With N photons in every mode, the flux per photon energy, added over all directions, is

Φ(ω) = G(ω)N, G(ω) = n²ω²/(π²c²). (5)

**Lemma 2.** Stimulated and spontaneous emission into a mode are as N to 1. For emission equal in all directions and polarisations,

r(ω) = α_↓(ω)G(ω). (7)

**Lemma 3.** In equilibrium at chemical potential μ, a matter state i with energy E_i and M_i electrons has probability P_i = exp[−(E_i − μM_i)/T]/Z, where Z normalises. A transition from i up to f and its reverse have equal squared matrix elements, and P_f = P_i exp(−ω/T), so

α_↓ = α_↑ exp(−ω/T). (8)

In equilibrium N = 1/[exp(ω/T) − 1], r = αGN, and

R0 = ∫ dω α(ω) n²ω²/(π²c²) / [exp(ω/T) − 1], (4)

α_↑Φ = (N + 1)αΦ = r + Nr. (10)

### The two-band model

The relation can be followed in a model where emission and absorption are computed separately. Let the band energies be

E_c = E_g + k²/(2m_c), E_v = −k²/(2m_v),

where k is now the electron wave number. The photon wave number is neglected beside it, so transitions are vertical and conserve spin. With 1/m_r = 1/m_c + 1/m_v, the photon energy is

ω = E_c − E_v = E_g + k²/(2m_r).

The momentum matrix element between the bands is taken as constant. Its full square |p|² is the sum over three Cartesian components, so its average along any one polarisation is |p|²/3. Electron–hole attraction is left out.

The number of vertical pairs per volume and photon energy, both spins included, is

J(ω) = 2 · (4πk²/(2π)³) dk/dω = (k²/π²)(m_r/k) = m_rk/π², k = √(2m_r(ω − E_g)). (13)

### Lemma 4: absorption in the model

α = 4π²|p|²J(f_v − f_c)/(3nωc), (14)

where f_c and f_v are the occupations of the two states of a pair.

**Proof.** A field E₀cos ωt has a vector potential of amplitude cE₀/ω, because E = −(1/c)dA/dt. The coupling is A·p/c. Its part varying as exp(−iωt) has half the amplitude, so the squared matrix element, averaged over polarisation, is (E₀/2ω)²|p|²/3.

An upward transition needs a filled lower and an empty upper state, and a downward one the reverse. The net weight is

f_v(1 − f_c) − f_c(1 − f_v) = f_v − f_c.

By the golden rule the absorbed power per volume is

ω · 2π · (E₀²/4ω²)(|p|²/3)J(f_v − f_c) = πE₀²|p|²J(f_v − f_c)/(6ω).

In the medium the magnetic amplitude is nE₀, so the mean intensity is cnE₀²/(8π). Dividing power by intensity gives the factor (π/6)(8π) = 4π²/3 and hence (14). ∎

### Lemma 5: emission by one pair

An electron in the upper state above an empty lower state emits at the rate

W(ω) = 4nω|p|²/(3c³). (15)

**Proof.** The field of one photon follows from the energy of a mode. Let the index be

n² = a + bω₀²/(ω₀² − ω²), (16)

a constant background plus one resonance at ω₀, with ω < ω₀. The polarisation P of the resonance obeys

d²P/dt² + ω₀²P = (bω₀²/4π)E.

Multiplication by (4π/bω₀²)dP/dt turns the right side into E dP/dt, the power supplied by the field. The left side is then the time derivative of the oscillator energy density

u = (4π/bω₀²)[½(dP/dt)² + ½ω₀²P²].

For a field of amplitude E₀ the polarisation amplitude is bω₀²E₀/[4π(ω₀² − ω²)]. Averages of squared sines and cosines are ½, so the mean of u is

bω₀²(ω₀² + ω²)E₀²/[16π(ω₀² − ω²)²].

The field and background have mean energy density (a + n²)E₀²/(16π). In the oscillator part write ω₀² + ω² = (ω₀² − ω²) + 2ω². Its first piece supplies bω₀²/(ω₀² − ω²), which together with a makes n². The total is

(E₀²/16π)[2n² + 2ω²bω₀²/(ω₀² − ω²)²].

Differentiating (16) gives n dn/dω = ωbω₀²/(ω₀² − ω²)². The bracket is therefore 2n² + 2nω dn/dω = 2nn_g, and the energy in volume V is Vnn_gE₀²/(8π).

For N photons this equals Nω, so E₀² = 8πNω/(Vnn_g). The stimulated rate into one mode contains (E₀/2ω)² = 2πN/(Vnn_gω). By Lemma 2 the spontaneous rate has 1 in place of N. Summing over the VD modes per photon energy,

W = 2π · (2π/(nn_gω)) · (|p|²/3) · n²n_gω²/(π²c³) = 4nω|p|²/(3c³). ∎

The group index lowers the squared field of each photon and raises the density of modes by the same factor.

### The two sides agree

The microscopic spectral rate is WJf_c(1 − f_v). On the other side, (14) gives

αGN = [4π²|p|²J(f_v − f_c)/(3nωc)] [n²ω²/(π²c²)] N = WJ(f_v − f_c)N.

A Fermi occupation satisfies f/(1 − f) = exp[−(E − μ)/T]. Dividing this relation for E_c by that for E_v,

f_c(1 − f_v)/[f_v(1 − f_c)] = exp(−ω/T).

Hence f_v − f_c = f_c(1 − f_v)[exp(ω/T) − 1], and (f_v − f_c)N = f_c(1 − f_v). The two rates coincide for every doping, degenerate or not.

### The recombination coefficient

Let both bands be nondegenerate: f_c and 1 − f_v are small and may be replaced by Boltzmann exponentials. Their product is

f_c(1 − f_v) ≈ exp[−(E_g + k²/2m_r)/T],

from which μ has cancelled. The integral needed is

(1/π²)∫k²exp(−k²/2mT)dk = (2mT)^{3/2}/(4π^{3/2}) = 2(mT/2π)^{3/2}.

It gives the equilibrium electron and hole densities n₀ and p₀, and the rate:

n₀ = 2(m_cT/2π)^{3/2} exp[−(E_g − μ)/T],

p₀ = 2(m_vT/2π)^{3/2} exp(−μ/T),

R0 = 2W̄(m_rT/2π)^{3/2} exp(−E_g/T).

Here W̄ is the thermal average of W. Since m_r/(m_cm_v) = 1/(m_c + m_v), the ratio B = R0/(n₀p₀) is

B = (W̄/2)[2π/((m_c + m_v)T)]^{3/2}. (17)

The average of k²/(2m_r) with weight k²exp(−k²/2m_rT) is 3T/2. A linear expansion of W about the mean energy therefore gives W̄ ≈ W(E_g + 3T/2); the error begins with the curvature of W.

For injected densities n_e and n_h, with each band in thermal equilibrium by itself at the same temperature T as before, the product of Boltzmann factors scales as n_en_h. The spontaneous rate is then

R = Bn_en_h. (18)

This is how an equilibrium quantity enters the description of a light-emitting diode. Within the model it requires nondegenerate bands, and electrons and holes that both have the temperature for which B was found. In a real semiconductor it also requires that the transition strength is not changed by the injected carriers. Electron–hole attraction, left out here, raises B, and the carriers screen this attraction, so B can fall with density well before the bands become degenerate.

### Theorem 2: separate Fermi levels

Let the conduction and valence electrons have chemical potentials μ_c and μ_v at a common temperature, which is also that of the lattice if phonons take part in the transitions, and let Δμ = μ_c − μ_v. Then, for ω ≠ Δμ,

r = α n²ω²/(π²c²) / {exp[(ω − Δμ)/T] − 1}, (19)

with α the net absorption under the actual occupations.

**Proof.** In Lemma 3 replace μM_i by μ_cM_c,i + μ_vM_v,i, where the two numbers count electrons in each band. An upward transition moves one electron from valence to conduction band, so P_f = P_i exp[−(ω − Δμ)/T]. The same factor relates α_↓ to α_↑. Hence α = α_↓{exp[(ω − Δμ)/T] − 1}, and r = α_↓G gives (19). ∎

If the bands allow transitions at some ω < Δμ, both α and the denominator are negative there: band-to-band transitions amplify the light, and r stays positive. The medium as a whole amplifies only if this gain exceeds other losses, such as free-carrier absorption. In the two-band model with Δμ smaller than the gap, there are no such transitions and α is zero at these energies. Where a phonon can be emitted together with the photon, recombination also gives photons below the gap, and α can then be negative even for Δμ smaller than the gap. At ω = Δμ both vanish, and r must be found from α_↓G or as a limit.

### A worked example

The parameters are round numbers of a model and belong to no material: E_g = 0.05, m_c = 0.1, m_v = 0.5, |p|² = 0.5, and in (16) a = 6, b = 4, ω₀ = 0.1. The index is prescribed separately; the effect of the model's own interband absorption on it is not included. Added through the Kramers–Kronig relation, it would raise n near the gap, and with it W, R0 and B, by about 5%. At 300 K, T = 9.500×10⁻⁴. The reduced mass is 0.1 × 0.5/0.6 = 0.0833.

At the gap n = 3.367 and n_g = 3.895, with ratio 1.157. Multiplying the mode density by the phase velocity c/n instead of v_g would make the flux too large by 16% of its correct value there.

Take ω = E_g + T = 0.05095, where n = 3.377. Equation (13) gives k = √(2 × 0.0833 × 9.500×10⁻⁴) = 0.01258 and J = 1.062×10⁻⁴. In the undoped model f_v − f_c is 1 to the digits shown, so (14) yields

α = 4π² × 0.5 × 1.062×10⁻⁴ / (3 × 3.377 × 0.05095 × 137.04) = 2.965×10⁻⁵.

This is 5.60×10³ cm⁻¹. The weakness ratio αc/(nω) is 0.024. With N = 5.119×10⁻²⁴,

r = 2.965×10⁻⁵ × (3.377 × 0.05095)²/(π² × 137.04²) × 5.119×10⁻²⁴ = 2.42×10⁻³⁵.

The same steps at other energies, all in atomic units, give:

| (ω − E_g)/T | α | N | r |
|---|---|---|---|
| 0.5 | 2.12×10⁻⁵ | 8.44×10⁻²⁴ | 2.80×10⁻³⁵ |
| 1 | 2.97×10⁻⁵ | 5.12×10⁻²⁴ | 2.42×10⁻³⁵ |
| 2 | 4.10×10⁻⁵ | 1.88×10⁻²⁴ | 1.29×10⁻³⁵ |
| 4 | 5.56×10⁻⁵ | 2.55×10⁻²⁵ | 2.57×10⁻³⁶ |

Absorption rises while emission falls. With ε = ω − E_g, the nondegenerate rate varies as W√ε exp(−ε/T). Its maximum satisfies

1/(2ε) + (1/W)dW/dω = 1/T.

From (15), (1/W)dW/dω = 1/ω + (1/n)dn/dω = n_g/(nω), which is about 1.157/0.05 = 23.1. Thus ε/T ≈ 0.5/(1 − 23.1T) = 0.511. A numerical search for the maximum gives 0.511 as well.

Adaptive quadrature of (4) from E_g to E_g + 40T gives

R0 = 5.609×10⁻³⁸ = 1.56×10⁴ cm⁻³ s⁻¹.

A Gauss–Legendre sum over k of the microscopic rate gives the same four digits. Equating electron and hole densities numerically places μ at 0.02615 and gives the intrinsic density 1.467×10⁻¹⁸, or 9.90×10⁶ cm⁻³. Then

B = 5.609×10⁻³⁸/(1.467×10⁻¹⁸)² = 0.0261 = 1.60×10⁻¹⁰ cm³ s⁻¹.

The closed form (17), with W at E_g + 3T/2, differs from this by 0.02% of B.

For injected densities of 10¹⁶ cm⁻³ of each carrier, (18) gives 1.60×10⁻¹⁰ × 10³² = 1.60×10²² cm⁻³ s⁻¹. The full Fermi occupations, with Δμ = 0.0394 found from the densities, give a rate lower by 0.1%. The radiative lifetime, density divided by rate, is 627 ns. For equal electron and hole densities it shortens as the inverse of the density while the bands stay nondegenerate; in doped material at low injection it is set by the majority-carrier density instead. Degeneracy is one limit on the use of (18) under strong injection: with the masses of this example at 300 K, the rate is about 9% below (18) at 10¹⁸ cm⁻³ and only about half of it at 10¹⁹ cm⁻³. The neglected electron–hole attraction can matter more. With this reduced mass and the static value n² = a + b = 10, the exciton binding energy is 0.44T. A two-particle estimate then raises B roughly tenfold at low density, and Debye screening cuts that factor to about 3 at 10¹⁸ cm⁻³.

### When stimulated emission matters

In the example N is below 2×10⁻²³ at all energies above the gap, and α_↑ and α are interchangeable. Now let E_g = 0.003, T = 0.002 and μ = 0.0025, with the other parameters unchanged. At the gap N = 1/(e^{1.5} − 1) = 0.29. Integrating the upward rate α_↑GN and dividing by R0 gives 1.056. By (10) this ratio is 1 plus the average of N weighted with the emission spectrum, and that spectrum extends over energies of order T and more above the gap, where N is smaller than at the gap itself.

The ratio does not depend on |p|², which cancels. The separate rates would need a smaller |p|² than 0.5: by (14), αc/(nω) contains 1/ω², and going from ω near 0.05 to 0.005 raises that factor a hundredfold, so absorption would no longer be weak.

### Conditions and failures

**Strong absorption.** A beam decaying as exp(−αz/2) in amplitude has no sharp wave number, but a spread of about α around nω/c. The mode count varies little over this spread if α ≪ nω/c, which is condition (1). Decay in time sets a different scale: a photon travelling at v_g is lost at the rate αv_g. At E_g + T in the example this is about 2.97×10⁻⁵ × 137/3.9 = 1.0×10⁻³, slightly more than T. A mode of fixed wave number is therefore not sharp in energy on the scale of the emission spectrum. The relation is better read at fixed ω, where the relevant ratio is 0.024.

**Small structures.** In a cavity or a layer thinner than a wavelength, the mode density differs from D and the emission is not isotropic. Lemmas 1 and 2 then need the modes of that structure.

**Other losses.** If α includes free-carrier absorption, (4) counts the corresponding thermal emission as recombination. Recombination without light is not in R0 at all.

**Carriers out of equilibrium.** Equation (19) needs a single temperature common to both bands, and one chemical potential within each band. If phonons take part in the transitions, the lattice must have the same temperature too. If the carriers are still relaxing, α_↓/α_↑ need not have the form exp[−(ω − Δμ)/T], and (19) cannot be relied on. The emission must then be found from α_↓ through (7), with the actual occupations.

**Net rate.** In equilibrium the spontaneous rate is balanced by net absorption and the total radiative change is zero. With nondegenerate injected carriers and thermal radiation still at T, absorption continues at the rate R0 = Bn₀p₀ because the bands remain nearly full and nearly empty, while stimulated emission is negligible for E_g ≫ T. The net rate is then B(n_en_h − n₀p₀). If emitted photons are trapped and absorbed again, their extra absorption must be subtracted as well.
